# Is the cell-averaged Coulomb potential an absolute bulk reference?: test program

```python
"""
Result under test: the cell-averaged Coulomb potential of a crystal, measured
from vacuum, depends on the surface. The second-moment (Bethe) formula
    average = -(2 pi / a) * integral x^2 u(x) dx
holds for a slab that is a superposition of neutral, dipole-free units u.
For any neutral slab without interior field, and an interior cell [c, c+a],
    average = 4 pi D + 2 pi p - (2 pi / a) Q,
D = dipole about c of all charge left of c; p, Q = first and second moments
of the cell about c. Hartree atomic units; phi'' = -4 pi rho; phi is the
electrostatic potential (electron energy = -phi); vacuum is at phi = 0.
Densities are planar averages. q = electrons per area and layer.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

pi = np.pi
EV = physical_constants["Hartree energy in eV"][0]

a = 5.0                 # period, bohr
area = 25.0             # area per electron in a layer, bohr^2
q = 1.0 / area
s_nuc, s_el = 0.3, 1.5  # Gaussian widths of nuclear and electron sheets
w = 0.05                # fraction of electrons given to neighbour sites
d_relax = 0.1           # inward shift of outermost electron sheets
half_layers = 6         # slab has 2*half_layers + 1 layers

points_per_cell = 500
h = a / points_per_cell
x = -10.5 * a + (np.arange(21 * points_per_cell) + 0.5) * h
center = np.abs(x) < a / 2
xc = x[center]


def gauss(y, s):
    return np.exp(-y**2 / (2 * s**2)) / (s * np.sqrt(2 * pi))


def unit_atomic(y):
    return q * (gauss(y, s_nuc) - gauss(y, s_el))


def unit_spill(y):
    cloud = (1 - w) * gauss(y, s_el)
    cloud = cloud + w / 2 * (gauss(y - a, s_el) + gauss(y + a, s_el))
    return q * (gauss(y, s_nuc) - cloud)


def bulk_density(y):
    return sum(unit_atomic(y - n * a) for n in range(-14, 15))


def slab(unit, half):
    return sum(unit(x - n * a) for n in range(-half, half + 1))


def potential(where, rho):
    """Direct sum over charged sheets with the 1D Green function."""
    return -2 * pi * h * (np.abs(where[:, None] - x[None, :]) @ rho)


# ---- four slabs with one and the same interior density -------------------
edge = half_layers * a
rho_atomic = slab(unit_atomic, half_layers)
rho_relaxed = rho_atomic.copy()
for side in (-1, 1):
    rho_relaxed += q * gauss(x - side * edge, s_el)
    rho_relaxed -= q * gauss(x - side * (edge - d_relax), s_el)
slabs = {
    "atomic units": rho_atomic,
    "spilled-out": slab(unit_spill, half_layers),
    "cut cells": np.where(np.abs(x) < edge + a / 2, bulk_density(x), 0.0),
    "relaxed inward": rho_relaxed,
}
phi, average = {}, {}
ends = np.array([x[0], x[-1]])
for name, rho in slabs.items():
    assert np.max(np.abs(rho[center] - bulk_density(xc))) < 1e-12
    assert np.max(np.abs(potential(ends, rho))) < 1e-8   # both vacua at zero
    phi[name] = potential(xc, rho)
    average[name] = phi[name].mean()

# ---- second-moment formula, unit by unit ---------------------------------
Q_atomic = q * (s_nuc**2 - s_el**2)
Q_spill = Q_atomic - q * w * a**2
Q_cut = quad(lambda y: y**2 * bulk_density(y), -a / 2, a / 2,
             points=[0.0], epsabs=1e-12)[0]
moments = {"atomic units": Q_atomic, "spilled-out": Q_spill,
           "cut cells": Q_cut}
for name, Q in moments.items():
    assert abs(average[name] + 2 * pi * Q / a) < 1e-5, name
shift_spill = average["spilled-out"] - average["atomic units"]
assert abs(shift_spill - 2 * pi * q * w * a) < 1e-8
shift_relax = average["relaxed inward"] - average["atomic units"]
assert abs(shift_relax + 4 * pi * q * d_relax) < 1e-8
thin = potential(xc, slab(unit_atomic, half_layers - 2)).mean()
assert abs(thin - average["atomic units"]) < 1e-8        # thickness is inert

# ---- interior shape is a bulk property -----------------------------------
shape = phi["atomic units"] - average["atomic units"]
for name in slabs:
    assert np.max(np.abs(phi[name] - average[name] - shape)) < 1e-8

# ---- general termination formula on the relaxed slab ---------------------
split_rows = []
for c in (-2.5, -1.5, 0.5):
    left = x < c
    cell = (x > c) & (x < c + a)
    sigma = h * rho_relaxed[left].sum()
    D = h * np.sum((x[left] - c) * rho_relaxed[left])
    p = h * np.sum((x[cell] - c) * rho_relaxed[cell])
    Q = h * np.sum((x[cell] - c)**2 * rho_relaxed[cell])
    surface_part = 4 * pi * D
    bulk_part = 2 * pi * p - 2 * pi * Q / a
    assert abs(sigma - p / a) < 1e-8
    assert abs(surface_part + bulk_part - average["relaxed inward"]) < 1e-7
    split_rows.append((c, surface_part, bulk_part))

# ---- polar units: a potential step per cell, hence no level --------------
c_polar = -1.5
offset = c_polar + a / 2
rho_polar = np.where(np.abs(x - offset) < edge + a / 2, bulk_density(x), 0.0)
step = potential(xc + a, rho_polar).mean() - potential(xc, rho_polar).mean()
p_polar = quad(lambda y: y * bulk_density(y), c_polar, c_polar + a,
               points=[0.0], epsabs=1e-12)[0]
assert abs(p_polar) > 1e-3
assert abs(step - 4 * pi * p_polar) < 1e-5


# ---- one-dimensional pseudo-charge solver --------------------------------
def pseudo_charge_solver(R, power=4, waves=20):
    """Potential on the cell grid; pseudo potential has zero G=0 term."""
    electrons = -q * sum(gauss(xc - n * a, s_el) for n in range(-14, 15))
    inside = np.abs(xc) < R
    bump = np.where(inside, (1 - (xc / R)**2)**power, 0.0)
    rho_true = bulk_density(xc)
    missing = h * np.sum((rho_true - electrons)[inside])
    pseudo = electrons + missing * bump / (h * bump.sum())
    n = np.concatenate([np.arange(-waves, 0), np.arange(1, waves + 1)])
    G = 2 * pi * n / a
    coeff = np.exp(-1j * np.outer(G, xc)) @ pseudo / len(xc)
    coeff = 4 * pi * coeff / G**2

    def smooth(y):
        return (np.exp(1j * np.outer(y, G)) @ coeff).real

    result = smooth(xc)
    v_left, v_right = smooth(np.array([-R, R]))
    xi = xc[inside]
    low = np.minimum(xi[:, None], xi[None, :])
    high = np.maximum(xi[:, None], xi[None, :])
    green = 4 * pi * (low + R) * (R - high) / (2 * R)
    linear = v_left + (v_right - v_left) * (xi + R) / (2 * R)
    result[inside] = linear + h * green @ rho_true[inside]
    return result


solver_rows = []
for R in (1.5, 2.0):
    phi_solver = pseudo_charge_solver(R)
    mean_solver = phi_solver.mean()
    # second moment of the normalized bump (1-x^2/R^2)^4 is R^2/11
    predicted = -2 * pi / a * q * (s_nuc**2 - R**2 / 11)
    assert abs(mean_solver - predicted) < 5e-6
    # grid error of the sheet sums is of order 4 pi rho h^2
    assert np.max(np.abs(phi_solver - mean_solver - shape)) < 3e-5
    solver_rows.append((R, mean_solver, predicted))


# ---- lowest k=0 level in the electrostatic potential ---------------------
def lowest_level(phi_cell, waves=15):
    n = np.arange(-waves, waves + 1)
    k = np.arange(-2 * waves, 2 * waves + 1)
    v = np.exp(-2j * pi * np.outer(k, xc) / a) @ (-phi_cell) / len(xc)
    H = v[n[:, None] - n[None, :] + 2 * waves]
    H = H + np.diag((2 * pi * n / a)**2 / 2)
    return np.linalg.eigvalsh(H)[0]


level = {m: lowest_level(phi[m]) for m in ("atomic units", "spilled-out")}
from_mean = {m: level[m] + average[m] for m in level}
assert abs(from_mean["atomic units"] - from_mean["spilled-out"]) < 1e-8
assert abs(level["spilled-out"] - level["atomic units"]
           + 2 * pi * q * w * a) < 1e-8

# ---- spherical unit in 3D: hydrogen atom, electron density exp(-2r)/pi ---
r2 = quad(lambda r: 4 * r**4 * np.exp(-2 * r), 0, 40)[0]


def planar(y):
    return quad(lambda r: 2 * r * np.exp(-2 * r), y, y + 40)[0]


x2 = 2 * quad(lambda y: y**2 * planar(y), 0, 25)[0]
volume_integral = quad(
    lambda r: 4 * pi * (r + r**2) * np.exp(-2 * r), 0, 40)[0]
assert abs(x2 - r2 / 3) < 1e-6
assert abs(volume_integral - 2 * pi * r2 / 3) < 1e-6

# ---- output ---------------------------------------------------------------
print(f"period a = {a:.1f} bohr; area per electron = {area:.1f} bohr^2")
print(f"electrons per area and layer q = {q:.3f} bohr^-2")
print(f"widths: nuclear {s_nuc:.1f} bohr, electron {s_el:.1f} bohr")
print(f"layers = {2 * half_layers + 1}; spill fraction w = {w:.2f}")
print(f"inward relaxation d = {d_relax:.2f} bohr")
print("Second moment of the unit (e), -2 pi Q/a (hartree/e):")
for name, Q in moments.items():
    print(f"  {name:15s} {Q:9.5f} {-2 * pi * Q / a:9.5f}")
print("Slab average above vacuum, direct sum (hartree/e, V):")
for name in slabs:
    print(f"  {name:15s} {average[name]:9.5f} {average[name] * EV:8.3f}")
print(f"shift by spill-out = {shift_spill:.5f} hartree/e")
print(f"  2 pi q w a = {2 * pi * q * w * a:.5f} hartree/e")
print(f"shift by relaxation = {shift_relax:.5f} hartree/e")
print(f"  -4 pi q d = {-4 * pi * q * d_relax:.5f} hartree/e")
print("Relaxed slab: c (bohr), surface, bulk part, sum (hartree/e):")
for c, surf, bulk in split_rows:
    print(f"  {c:5.1f} {surf:9.5f} {bulk:9.5f} {surf + bulk:9.5f}")
print(f"polar cell from c = {c_polar:.1f} bohr: p = {p_polar:.5f} e/bohr")
print(f"  step per cell = {step:.5f} hartree/e")
print(f"  4 pi p = {4 * pi * p_polar:.5f} hartree/e")
print("Pseudo-charge solver, pseudo G=0 term set to zero:")
print("  R (bohr), true average, moment formula (hartree/e):")
for R, mean_solver, predicted in solver_rows:
    print(f"  {R:.1f} {mean_solver:9.5f} {predicted:9.5f}")
print("Lowest k=0 level (hartree): from vacuum, from cell average:")
for name in level:
    print(f"  {name:15s} {level[name]:9.5f} {from_mean[name]:9.5f}")
print(f"hydrogen 1s: <r^2> = {r2:.5f}, <x^2> = {x2:.5f} bohr^2")
print(f"  volume integral of phi = {volume_integral:.5f} hartree bohr^3/e")
print(f"  (2 pi/3)<r^2> = {2 * pi * r2 / 3:.5f} hartree bohr^3/e")
print("ALL CHECKS PASSED")
```

It prints:

```
period a = 5.0 bohr; area per electron = 25.0 bohr^2
electrons per area and layer q = 0.040 bohr^-2
widths: nuclear 0.3 bohr, electron 1.5 bohr
layers = 13; spill fraction w = 0.05
inward relaxation d = 0.10 bohr
Second moment of the unit (e), -2 pi Q/a (hartree/e):
  atomic units     -0.08640   0.10857
  spilled-out      -0.13640   0.17141
  cut cells        -0.06261   0.07868
Slab average above vacuum, direct sum (hartree/e, V):
  atomic units      0.10857    2.954
  spilled-out       0.17141    4.664
  cut cells         0.07868    2.141
  relaxed inward    0.05831    1.587
shift by spill-out = 0.06283 hartree/e
  2 pi q w a = 0.06283 hartree/e
shift by relaxation = -0.05027 hartree/e
  -4 pi q d = -0.05027 hartree/e
Relaxed slab: c (bohr), surface, bulk part, sum (hartree/e):
   -2.5  -0.02037   0.07868   0.05831
   -1.5   0.01506   0.04325   0.05831
    0.5   0.13874  -0.08044   0.05831
polar cell from c = -1.5 bohr: p = -0.02977 e/bohr
  step per cell = -0.37409 hartree/e
  4 pi p = -0.37409 hartree/e
Pseudo-charge solver, pseudo G=0 term set to zero:
  R (bohr), true average, moment formula (hartree/e):
  1.5   0.00576   0.00576
  2.0   0.01375   0.01375
Lowest k=0 level (hartree): from vacuum, from cell average:
  atomic units     -0.11473  -0.00616
  spilled-out      -0.17757  -0.00616
hydrogen 1s: <r^2> = 3.00000, <x^2> = 1.00000 bohr^2
  volume integral of phi = 6.28319 hartree bohr^3/e
  (2 pi/3)<r^2> = 6.28319 hartree bohr^3/e
ALL CHECKS PASSED
```
